**Chebyshev moments for harmonic heat conduction in a disordered cell**

The program computes κ_W = (π/V) Σ c(ω_m) A_mn² δ(ω_m − ω_n)/ω_m² for modes above 4 THz, multiplied by three for the identical polarisations. Here A is the energy-current matrix, c the modal heat capacity, V the volume and σ the Gaussian width in the spectral angle θ, with ω = ω_b sin(θ/2). It asserts the current identity, the classical time integral, the quantum heat-capacity factor, and the kernel's truncation bound and frequency width. It also asserts that full-trace and stochastic moments agree with diagonalisation within stated tolerances, and that the response of a finite cell collapses at vanishing broadening. For 13,824 sites the partial conductivity is 0.259 ± 0.002 W/(m K) at σ = 0.03 and 0.244 ± 0.003 W/(m K) at σ = 0.015, where the errors are trace noise alone. The 5.8 per cent fall shows that the result has not converged in σ. The band values show that the apparent plateau between σ = 0.06 and 0.03 comes from cancellation.

## Numerical check

```python
"""
Result under test: the resonant harmonic heat conductivity of a disordered cell,
  kappa = (pi/V) sum_mn c(w_m) A_mn^2 delta(w_m-w_n) / w_m^2,
can be obtained from Chebyshev moments Tr[A^T T_k A T_l] of the dynamical matrix.
D: mass-scaled dynamical matrix; A_ij = (x_i-x_j) D_ij / 2: current matrix;
w: angular frequency; c: modal heat capacity; V: volume.
The spectral angle theta obeys w = w_b sin(theta/2), with w_b above the spectrum.
sigma: Gaussian width in theta. Only modes above a stated cutoff are included.
Internal units: light mass = spring constant = lattice spacing = 1.
The equal isotropic springs give three identical scalar polarisations.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.linalg import eigh, expm

LIGHT_U, HEAVY_U = 30.0, 90.0
SPRING = 20.0          # N/m
SPACING = 0.25e-9      # m
TEMPERATURE = 300.0    # K
CUTOFF_THZ = 4.0

omega_unit = np.sqrt(SPRING / (LIGHT_U * const.atomic_mass))
thz_unit = omega_unit / (2 * np.pi * 1e12)
kappa_unit = 3 * const.k * omega_unit / SPACING
lambda_top = 12.0                  # rigorous bound for the lightest mass
lambda_bound = 1.1 * lambda_top    # margin keeps the spectrum off theta = pi
omega_bound = np.sqrt(lambda_bound)
band_edges = np.array([CUTOFF_THZ / thz_unit, 6 / thz_unit,
                       8 / thz_unit, np.sqrt(lambda_top)])


def alloy_cell(length, rng, periodic=True):
    """Return D, A along the first axis, masses and first-axis positions."""
    count = length**3
    site = np.arange(count).reshape(length, length, length)
    mass = np.where(np.arange(count) < count // 2, 1.0, HEAVY_U / LIGHT_U)
    mass = rng.permutation(mass)
    degree = np.zeros(count)
    coupling_sum = sparse.csr_matrix((count, count))
    current = None
    for axis in range(3):
        tail, head = site, np.roll(site, -1, axis=axis)
        if not periodic:
            keep = np.arange(length - 1)
            tail, head = tail.take(keep, axis=axis), head.take(keep, axis=axis)
        i, j = tail.ravel(), head.ravel()
        degree += np.bincount(i, minlength=count) + np.bincount(j, minlength=count)
        bond = sparse.csr_matrix((1 / np.sqrt(mass[i] * mass[j]), (i, j)),
                                 shape=(count, count))
        coupling_sum = coupling_sum + bond + bond.T
        if axis == 0:
            current = (0.5 * (bond - bond.T)).tocsr()
    dynamical = (sparse.diags(degree / mass) - coupling_sum).tocsr()
    position = np.repeat(np.arange(length), length**2).astype(float)
    return dynamical, current, mass, position


def gaussian(x, width):
    return np.exp(-0.5 * (x / width)**2) / (np.sqrt(2 * np.pi) * width)


def heat_capacity(omega):
    """Modal heat capacity divided by the Boltzmann constant."""
    half = const.hbar * omega_unit * omega / (2 * const.k * TEMPERATURE)
    return (half / np.sinh(half))**2


def omega_slope(theta):
    return 0.5 * omega_bound * np.cos(theta / 2)


def order_for(sigma):
    return int(np.ceil(6 / sigma - 1e-9))


def kernel_rows(theta, sigma, order):
    k = np.arange(order)
    factor = np.where(k == 0, 1.0, 2.0) * np.exp(-0.5 * (k * sigma)**2) / np.pi
    return factor * np.cos(np.outer(theta, k))


def wrapped_gaussian(theta, centre, sigma):
    t, c = np.asarray(theta)[:, None], np.asarray(centre)[None, :]
    return (gaussian(t - c, sigma) + gaussian(t + c, sigma)
            + gaussian(t + c - 2 * np.pi, sigma))


def chebyshev_moments(dynamical, current, start, order):
    """Sum over the columns r of start of (T_k A r) dot (A T_l r)."""
    columns = start.shape[1]
    left = np.empty((order, start.size))
    right = np.empty((order, start.size))

    def scaled(v):
        return v - (2 / lambda_bound) * (dynamical @ v)

    previous = np.hstack([start, current @ start])
    present = scaled(previous)
    for k in range(order):
        right[k] = (current @ previous[:, :columns]).ravel()
        left[k] = previous[:, columns:].ravel()
        previous, present = present, 2 * scaled(present) - previous
    return left @ right.T


# Gauss-Legendre nodes in theta, separately for each frequency band
nodes, node_weights = np.polynomial.legendre.leggauss(120)
theta_edges = 2 * np.arcsin(band_edges / omega_bound)
half_width = np.diff(theta_edges) / 2
theta_grid = ((theta_edges[:-1] + theta_edges[1:])[:, None] / 2
              + half_width[:, None] * nodes).ravel()
omega_grid = omega_bound * np.sin(theta_grid / 2)
response_weight = ((half_width[:, None] * node_weights).ravel() * np.pi
                   * heat_capacity(omega_grid)
                   / (omega_grid**2 * omega_slope(theta_grid)))


def band_conductivity(trace_density, count):
    """Contributions of the three bands in W/(m K)."""
    parts = (response_weight * trace_density).reshape(3, -1).sum(axis=1)
    return kappa_unit * parts / count


def from_moments(moments, sigma, count):
    order = order_for(sigma)
    rows = kernel_rows(theta_grid, sigma, order)
    density = ((rows @ moments[:order, :order]) * rows).sum(axis=1)
    return band_conductivity(density, count)


def diagonalise(dynamical, current):
    values, vectors = eigh(dynamical.toarray())
    values = np.clip(values, 0, None)
    squared = (vectors.T @ (current @ vectors))**2
    return np.sqrt(values), squared


def from_modes(omega, squared, sigma):
    theta = 2 * np.arcsin(omega / omega_bound)
    rows = wrapped_gaussian(theta_grid, theta, sigma)
    density = ((rows @ squared) * rows).sum(axis=1)
    return band_conductivity(density, len(omega))


def direct_pair_sum(omega, squared, sigma):
    """Direct mode sum with a Gaussian in the frequency difference."""
    chosen = omega >= band_edges[0]
    w = omega[chosen]
    slope = omega_slope(2 * np.arcsin(w / omega_bound))
    width = (np.sqrt(2) * sigma * slope)[:, None]
    pair = gaussian(w[:, None] - omega[None, :], width)
    total = (squared[chosen] * pair).sum(axis=1)
    return kappa_unit * np.pi * np.sum(heat_capacity(w) * total / w**2) / len(omega)


rng = np.random.default_rng(2718)

# Energy current against the rate of change of the first energy moment
D_open, A_open, _, position = alloy_cell(4, rng, periodic=False)
u, p = rng.normal(size=(2, len(position)))


def energy_moment(displacement, momentum):
    local = 0.5 * momentum**2 + 0.5 * displacement * (D_open @ displacement)
    return position @ local


step = 1e-3
rate = (energy_moment(u + step * p, p - step * (D_open @ u))
        - energy_moment(u - step * p, p + step * (D_open @ u))) / (2 * step)
current_error = abs(rate - u @ (A_open @ p))
assert current_error < 1e-8

# Classical time integral from phase-space propagation against the mode formula
D_small, A_small, mass_small, _ = alloy_cell(3, rng)
assert np.max(np.abs(A_small @ np.sqrt(mass_small))) < 1e-13
n_small = D_small.shape[0]
dense_D, dense_A = D_small.toarray(), A_small.toarray()
zero, identity = np.zeros((n_small, n_small)), np.eye(n_small)
quadratic = np.block([[zero, dense_A], [dense_A.T, zero]])
covariance = np.block([[np.linalg.pinv(dense_D, rcond=1e-10, hermitian=True), zero],
                       [zero, identity]])
time_step, damping = 0.1, 0.3
propagate = expm(time_step * np.block([[zero, identity], [-dense_D, zero]]))
initial = covariance @ quadratic @ covariance
flow, time_integral = np.eye(2 * n_small), 0.0
for index in range(280):
    correlation = 0.5 * np.sum((flow.T @ quadratic @ flow) * initial.T)
    factor = 0.5 if index == 0 else 1.0
    time_integral += (factor * time_step * correlation
                      * np.exp(-0.5 * (damping * index * time_step)**2))
    flow = propagate @ flow
w_small, squared_small = diagonalise(D_small, A_small)
w_small, squared_small = w_small[1:], squared_small[1:, 1:]
wm, wn = w_small[:, None], w_small[None, :]
mode_integral = np.pi * np.sum(squared_small / (4 * wm**2 * wn**2)
                              * ((wm + wn)**2 * gaussian(wm - wn, damping)
                                 + (wm - wn)**2 * gaussian(wm + wn, damping)))
time_error = abs(time_integral / mode_integral - 1)
assert time_error < 1e-7

# Quantum factor from the current of two equal oscillators in a Fock basis
levels, w_test, t_test, a_test = 26, 1.5, 0.8, 0.7
lower = sparse.diags(np.sqrt(np.arange(1, levels)), 1)
coordinate = (lower + lower.T) / np.sqrt(2 * w_test)
momentum = -1j * np.sqrt(w_test / 2) * (lower - lower.T)
fock_current = a_test * (sparse.kron(coordinate, momentum)
                        - sparse.kron(momentum, coordinate))
quanta = np.add.outer(np.arange(levels), np.arange(levels)).ravel()
probability = np.exp(-w_test * quanta / t_test)
probability /= probability.sum()
row_square = np.asarray(abs(fock_current).power(2).sum(axis=1)).ravel()
fock_weight = probability @ row_square / t_test**2
y = w_test / t_test
capacity_test = y**2 * np.exp(y) / np.expm1(y)**2
fock_error = abs(fock_weight / (2 * a_test**2 * capacity_test / w_test**2) - 1)
assert fock_error < 1e-9

# Kernel shape, truncation bound and width in frequency
theta_fine = np.linspace(0, np.pi, 6001)
centre, sigma_test = np.array([1.1]), 0.03
order_test = order_for(sigma_test)
cos_centre = np.cos(np.arange(order_test) * centre[0])
series = kernel_rows(theta_fine, sigma_test, order_test) @ cos_centre
explicit = wrapped_gaussian(theta_fine, centre, sigma_test)[:, 0]
kernel_error = np.max(np.abs(series - explicit))
kernel_bound = (2 / np.pi * np.exp(-0.5 * (order_test * sigma_test)**2)
                * (1 + 1 / (order_test * sigma_test**2)))
assert kernel_error < kernel_bound + 1e-11
w_fine = omega_bound * np.sin(theta_fine / 2)
mean_w = np.sum(series * w_fine) / np.sum(series)
measured_width = np.sqrt(np.sum(series * (w_fine - mean_w)**2) / np.sum(series))
w_centre = omega_bound * np.sin(centre[0] / 2)
predicted_width = 0.5 * sigma_test * np.sqrt(omega_bound**2 - w_centre**2)
assert abs(measured_width / predicted_width - 1) < 0.01

# Full trace from moments against diagonalisation
D_six, A_six, _, _ = alloy_cell(6, rng)
moments_six = chebyshev_moments(D_six, A_six, np.eye(216), order_for(0.06))
kappa_six = from_moments(moments_six, 0.06, 216)
reference_six = from_modes(*diagonalise(D_six, A_six), 0.06)
trace_error = np.max(np.abs(kappa_six / reference_six - 1))
assert trace_error < 1e-5

# Stochastic trace and direct pair sum in a diagonalised cell
D_ref, A_ref, _, _ = alloy_cell(12, rng)
n_ref = D_ref.shape[0]
omega_ref, squared_ref = diagonalise(D_ref, A_ref)
assert omega_ref[-1]**2 <= lambda_top
reference = from_modes(omega_ref, squared_ref, 0.03).sum()
samples_ref = []
for _ in range(24):
    signs = rng.choice([-1.0, 1.0], size=(n_ref, 1))
    mu = chebyshev_moments(D_ref, A_ref, signs, order_for(0.03))
    samples_ref.append(from_moments(mu, 0.03, n_ref).sum())
estimate_ref = np.mean(samples_ref)
error_ref = np.std(samples_ref, ddof=1) / np.sqrt(len(samples_ref))
assert abs(estimate_ref - reference) < 5 * error_ref
pair_value = direct_pair_sum(omega_ref, squared_ref, 0.03)
pair_collapsed = direct_pair_sum(omega_ref, squared_ref, 1e-7)
# Window-edge modes are weighted differently at finite broadening.
assert abs(pair_value / reference - 1) < 0.05
assert pair_collapsed < 0.01 * pair_value

# Large cell: one set of moments, several broadenings
large_length, vector_count = 24, 12
sigmas = [0.12, 0.06, 0.03, 0.015]
D_large, A_large, _, _ = alloy_cell(large_length, rng)
n_large = D_large.shape[0]
order_large = order_for(min(sigmas))
samples = np.empty((vector_count, len(sigmas), 3))
for vector in range(vector_count):
    signs = rng.choice([-1.0, 1.0], size=(n_large, 1))
    mu = chebyshev_moments(D_large, A_large, signs, order_large)
    for column, sigma in enumerate(sigmas):
        samples[vector, column] = from_moments(mu, sigma, n_large)
bands = samples.mean(axis=0)
band_errors = samples.std(axis=0, ddof=1) / np.sqrt(vector_count)
totals = samples.sum(axis=2)
total = totals.mean(axis=0)
total_error = totals.std(axis=0, ddof=1) / np.sqrt(vector_count)
change = totals[:, 3] - totals[:, 2]
change_error = change.std(ddof=1) / np.sqrt(vector_count)
# Different disorder samples and discrete low-frequency shells limit this check.
assert abs(total[2] / reference - 1) < 0.20

in_band = np.sum((omega_ref >= band_edges[0]) & (omega_ref < band_edges[1]))
spacing_ghz = 1e3 * (6 - CUTOFF_THZ) / (in_band * n_large / n_ref)
bound_thz = omega_bound * thz_unit
widths_ghz = [500 * s * np.sqrt(bound_thz**2 - 5.0**2) for s in sigmas]
assert min(widths_ghz) > 10 * spacing_ghz

print(f"masses: {LIGHT_U:.0f} and {HEAVY_U:.0f} u; spring: {SPRING:.0f} N/m")
print(f"spacing: {SPACING*1e9:.2f} nm; temperature: {TEMPERATURE:.0f} K")
print(f"frequency unit sqrt(k/m_light)/(2 pi): {thz_unit:.4f} THz")
print(f"spectral bound: {np.sqrt(lambda_top)*thz_unit:.3f} THz")
print(f"Chebyshev scaling frequency: {bound_thz:.3f} THz")
print(f"conductivity unit 3 k_B omega_0/a: {kappa_unit:.4f} W/(m K)")
print(f"heat capacity c/k_B at 4 THz: {heat_capacity(band_edges[0]):.4f}")
print(f"heat capacity c/k_B at spectral bound: {heat_capacity(band_edges[-1]):.4f}")
print(f"current identity, absolute error: {current_error:.1e} (model units)")
print(f"time integral, relative error: {time_error:.1e}")
print(f"Fock-space factor, relative error: {fock_error:.1e}")
print(f"kernel test: sigma {sigma_test:.3f} rad, order {order_test}")
print(f"kernel error: {kernel_error:.2e}; bound: {kernel_bound:.2e} (1/rad)")
print(f"kernel frequency width, measured/formula: {measured_width/predicted_width:.5f}")
print(f"full trace, 216 sites, largest relative error: {trace_error:.1e}")
print(f"diagonalised cell: {n_ref} sites; sigma 0.03 rad")
print(f"  kappa by diagonalisation: {reference:.4f} W/(m K)")
print(f"  kappa by 24 vectors: {estimate_ref:.4f} +/- {error_ref:.4f} W/(m K)")
print(f"  direct pair sum: {pair_value:.4f} W/(m K)")
print(f"  pair sum at sigma 1e-7 rad: {pair_collapsed:.2e} W/(m K)")
print(f"large cell: {n_large} sites, {vector_count} vectors, {order_large} orders")
print(f"dense matrix: {8*n_large**2/1e9:.3f} GB")
print(f"two Chebyshev stacks: {16*n_large*order_large/1e9:.3f} GB")
print(f"estimated mean level spacing, 4-6 THz: {spacing_ghz:.3f} GHz")
print("bands: 4-6, 6-8, 8-spectral bound THz; kappa in W/(m K)")
for index, sigma in enumerate(sigmas):
    print(f"sigma {sigma:.3f} rad, order {order_for(sigma)}, "
          f"width at 5 THz {widths_ghz[index]:.1f} GHz")
    print("  bands: " + ", ".join(f"{v:.4f} +/- {e:.4f}"
          for v, e in zip(bands[index], band_errors[index])))
    print(f"  total: {total[index]:.4f} +/- {total_error[index]:.4f}")
print(f"change, sigma 0.03 to 0.015: {change.mean():.4f} +/- {change_error:.4f} W/(m K)")
print(f"relative change: {100*change.mean()/total[2]:.2f} percent")
print(f"large/reference cell at sigma 0.03: {total[2]/reference:.4f}")
print("done: every assertion held")
```

It prints:

```
masses: 30 and 90 u; spring: 20 N/m
spacing: 0.25 nm; temperature: 300 K
frequency unit sqrt(k/m_light)/(2 pi): 3.1890 THz
spectral bound: 11.047 THz
Chebyshev scaling frequency: 11.586 THz
conductivity unit 3 k_B omega_0/a: 3.3197 W/(m K)
heat capacity c/k_B at 4 THz: 0.9666
heat capacity c/k_B at spectral bound: 0.7758
current identity, absolute error: 7.8e-12 (model units)
time integral, relative error: 2.0e-15
Fock-space factor, relative error: 3.3e-16
kernel test: sigma 0.030 rad, order 200
kernel error: 3.12e-08; bound: 6.36e-08 (1/rad)
kernel frequency width, measured/formula: 0.99991
full trace, 216 sites, largest relative error: 3.6e-11
diagonalised cell: 1728 sites; sigma 0.03 rad
  kappa by diagonalisation: 0.2591 W/(m K)
  kappa by 24 vectors: 0.2620 +/- 0.0033 W/(m K)
  direct pair sum: 0.2592 W/(m K)
  pair sum at sigma 1e-7 rad: 8.64e-28 W/(m K)
large cell: 13824 sites, 12 vectors, 400 orders
dense matrix: 1.529 GB
two Chebyshev stacks: 0.088 GB
estimated mean level spacing, 4-6 THz: 0.437 GHz
bands: 4-6, 6-8, 8-spectral bound THz; kappa in W/(m K)
sigma 0.120 rad, order 50, width at 5 THz 627.1 GHz
  bands: 0.0777 +/- 0.0007, 0.0839 +/- 0.0005, 0.0756 +/- 0.0006
  total: 0.2373 +/- 0.0009
sigma 0.060 rad, order 100, width at 5 THz 313.6 GHz
  bands: 0.1004 +/- 0.0012, 0.0831 +/- 0.0007, 0.0796 +/- 0.0009
  total: 0.2631 +/- 0.0013
sigma 0.030 rad, order 200, width at 5 THz 156.8 GHz
  bands: 0.1126 +/- 0.0015, 0.0742 +/- 0.0010, 0.0725 +/- 0.0010
  total: 0.2594 +/- 0.0019
sigma 0.015 rad, order 400, width at 5 THz 78.4 GHz
  bands: 0.1126 +/- 0.0020, 0.0669 +/- 0.0017, 0.0648 +/- 0.0011
  total: 0.2443 +/- 0.0031
change, sigma 0.03 to 0.015: -0.0151 +/- 0.0018 W/(m K)
relative change: -5.81 percent
large/reference cell at sigma 0.03: 1.0011
done: every assertion held
```
